# Choosing Determinants or Spin-Adapted Functions for Three Open Shells

Take the CH radical with one electron in a σ orbital and one in each of two π orbitals, all three spins parallel. Reverse the spin in one π orbital and keep the orbitals fixed. At the level of theory described below, the energy rises by 2.56 eV. Yet the two doublet states that these three singly occupied orbitals can form lie 3.37 and 5.29 eV above the quartet. The spin-flipped determinant is thus below both of the doublets it might be taken to represent.

The explanation bears on a choice to be made in electronic-structure calculations: whether a wavefunction is expanded in determinants, which fix the spin projection $M$, or in spin-adapted functions, which fix the total spin $S$. For three open shells the difference can be worked out completely with a three-by-three matrix.

## What fixing the projection leaves open

Let orbitals 1, 2 and 3 be real, orthonormal and singly occupied, with the same spatial orbitals for both spins. Any other occupied orbital holds two electrons. Spins are in units of $\hbar$. For $M=1/2$, two open-shell electrons have spin α and one has spin β, which gives three determinants:

$$D_1=|1\beta\,2\alpha\,3\alpha|,\quad D_2=|1\alpha\,2\beta\,3\alpha|,\quad D_3=|1\alpha\,2\alpha\,3\beta|.$$

The index marks the orbital with the β electron. The spin orbitals are written in orbital order, a convention that will matter for signs.

The total-spin-squared operator is $S^2=S_x^2+S_y^2+S_z^2$. With $S_\pm=S_x\pm iS_y$,

$$S_-S_+=S_x^2+S_y^2+i(S_xS_y-S_yS_x)=S_x^2+S_y^2-S_z,$$

because $[S_x,S_y]=iS_z$. Therefore

$$S^2=S_-S_++S_z(S_z+1).$$

On every $D_i$ the last term gives $\tfrac12\cdot\tfrac32=\tfrac34$.

The operator $S_+$ turns each β spin orbital in turn into the α spin orbital of the same spatial orbital and adds the results. In a closed shell the α partner is already occupied, so that term vanishes by the Pauli principle. In the open shells there is one β electron to turn. The replacement happens in place, so no sign appears:

$$S_+D_i=T,\qquad T=|1\alpha\,2\alpha\,3\alpha|,\qquad i=1,2,3.$$

Lowering $T$ turns each open-shell α electron in turn into β. The closed shells again give nothing, since their β partners are occupied. Hence $S_-T=D_1+D_2+D_3$ and

$$S^2D_j=\tfrac34D_j+D_1+D_2+D_3.$$

The right side contains the same three determinants, so the space is closed under $S^2$. Reading off the coefficients gives the matrix

$$\mathbf S^2=\begin{pmatrix}7/4&1&1\\1&7/4&1\\1&1&7/4\end{pmatrix}=\tfrac34\mathbf I+\mathbf J,$$

where every element of $\mathbf J$ is 1. The off-diagonal elements show that a single determinant with $M=1/2$ is not a spin eigenfunction here.

## One quartet and a plane of doublets

Write a function as $\sum_ic_iD_i$ and let $s=c_1+c_2+c_3$. Each component of $\mathbf J\mathbf c$ equals $s$, so the eigenvalue equation is $s=\lambda c_i$ for every $i$.

If $\lambda\neq0$, all $c_i$ are equal. Then $s=3c_i$ and $\lambda=3$. The eigenvalue of $\mathbf S^2$ is $\tfrac34+3=\tfrac{15}4=\tfrac32\cdot\tfrac52$, so $S=3/2$. The normalised quartet is

$$\mathbf q=\frac{1}{\sqrt3}(1,1,1).$$

If $\lambda=0$, the condition is $s=0$. This is one linear condition on three coefficients and leaves a plane of solutions. The eigenvalue is $\tfrac34=\tfrac12\cdot\tfrac32$, so $S=1/2$, and there are two independent doublets. They also satisfy $S_+\sum_ic_iD_i=sT=0$, as they must: a doublet has no component with $M=3/2$.

For an orthonormal pair, take first

$$\mathbf d_s=\frac1{\sqrt2}(0,1,-1).$$

A vector orthogonal to it has $c_2=c_3$, and zero sum then requires $c_1=-2c_2$. Normalisation gives

$$\mathbf d_t=\frac1{\sqrt6}(2,-1,-1).$$

The subscripts refer to the spin of the pair in orbitals 2 and 3. Apply the operator identity above to that pair alone. For the pair spins βα or αβ the projection is zero, and $S_-S_+$ turns either one into βα + αβ. The difference βα − αβ is therefore sent to zero and is a singlet. The sum is multiplied by 2 and is a triplet. The pair αα is annihilated by $S_+$ and has $S_z(S_z+1)=2$, so it is a triplet too. In $\mathbf d_s$ the pair occurs as the difference, hence as a singlet. In $\mathbf d_t$ it occurs as αα and as the sum, hence as a triplet.

Nothing in $S^2$ prefers this pair of functions. Any rotation

$$\cos\theta\,\mathbf d_s+\sin\theta\,\mathbf d_t$$

still has zero sum and is an equally good doublet. A numerical diagonalisation of $\mathbf S^2$ may return any orthonormal pair in the plane. Two calculations with different doublet coefficients can therefore both be right.

## Signs when α and β strings are separated

Suppose all α spin orbitals are written before the β ones. In $D_1$ the β spin orbital moves past two others, giving $(-1)^2=1$. In $D_2$ it moves past one, giving $-1$. In $D_3$ it is already last. So $D_2$ alone changes sign, and the matrix becomes

$$\begin{pmatrix}7/4&-1&1\\-1&7/4&-1\\1&-1&7/4\end{pmatrix}.$$

The eigenvalues are unchanged, while the quartet now reads $(1,-1,1)/\sqrt3$.

Mixing the conventions does real harm. In orbital order, a normalised function has

$$\langle S^2\rangle=\tfrac34\sum_ic_i^2+\Big(\sum_ic_i\Big)^2=\tfrac34+s^2.$$

If $(1,1,1)/\sqrt3$ is entered where α strings come first, it means $(1,-1,1)/\sqrt3$ in orbital order. Then $s^2=1/3$ and $\langle S^2\rangle=13/12$, which belongs to neither spin.

## How much quartet a determinant contains

In this space $S^2$ has two eigenvalues, so the projector onto the quartet is

$$P_{3/2}=\frac{S^2-3/4}{15/4-3/4}=\frac{S^2-3/4}{3}.$$

It gives 0 on a doublet and 1 on the quartet. The doublet projector is $P_{1/2}=1-P_{3/2}=(15/4-S^2)/3$. The quartet weight of any normalised function in the space is therefore

$$w_{3/2}=\frac{\langle S^2\rangle-3/4}{3}=\frac{s^2}{3}.$$

A single determinant has $s=1$, so it is one third quartet and two thirds doublet. Its $\langle S^2\rangle=7/4$ is the weighted mean $\tfrac13\cdot\tfrac{15}4+\tfrac23\cdot\tfrac34$.

These values require common spatial orbitals for α and β. In an unrestricted calculation the two sets can differ; $S_+$ then no longer produces the single determinant $T$, and the fractions need not hold.

## The Hamiltonian chooses the doublets

Now let a spin-free electronic Hamiltonian act within the same three determinants. Let $K_{ij}$ be the exchange integral of orbitals $i$ and $j$, and let $Q$ collect everything that does not depend on how the open-shell spins are arranged: nuclear repulsion, one-electron energies, Coulomb repulsions and the closed-shell terms. The last belong in $Q$ because an open-shell electron of either spin meets one closed-shell electron of its own spin in each closed orbital, and so has the same exchange with it.

Exchange lowers the energy for parallel spins. In $D_i$ the parallel open-shell pair is $j,k$, the two other orbitals, so

$$H_{ii}=Q-K_{jk}.$$

The determinants $D_i$ and $D_j$ differ in two spin orbitals: $i\beta,j\alpha$ in one and $i\alpha,j\beta$ in the other. One-electron terms cannot connect them. Of the two two-electron terms, the direct one pairs $i\beta$ with $i\alpha$ and vanishes by spin. The exchange one pairs $i\beta$ with $j\beta$ and $j\alpha$ with $i\alpha$, and enters with a minus sign:

$$H_{ij}=-K_{ij}.$$

Each row of the matrix sums to the same number, so $\mathbf q$ is an eigenvector with

$$E_{3/2}=Q-K_{12}-K_{13}-K_{23}.$$

For the doublets, multiplying out the matrix elements gives

$$H_{ss}=\tfrac12(H_{22}+H_{33}-2H_{23})=Q+K_{23}-\tfrac12(K_{12}+K_{13}),$$

$$\begin{aligned}H_{tt}&=\tfrac16(4H_{11}+H_{22}+H_{33}-4H_{12}-4H_{13}+2H_{23})\\&=Q-K_{23}+\tfrac12(K_{12}+K_{13}),\end{aligned}$$

$$\begin{aligned}H_{st}&=\tfrac1{\sqrt{12}}(2H_{12}-2H_{13}-H_{22}+H_{33})\\&=-\tfrac{\sqrt3}{2}(K_{12}-K_{13}).\end{aligned}$$

In the last line the terms in $H_{23}$ cancel, while $-H_{22}+H_{33}=K_{13}-K_{12}$. The diagonal elements lie symmetrically about $Q$, so the energies are $Q\pm R$ with

$$\begin{aligned}R^2&=\big[K_{23}-\tfrac12(K_{12}+K_{13})\big]^2+\tfrac34(K_{12}-K_{13})^2\\&=K_{12}^2+K_{13}^2+K_{23}^2-K_{12}K_{13}-K_{12}K_{23}-K_{13}K_{23}.\end{aligned}$$

Three cases show what this means.

- **All exchange integrals equal $K$.** Then $R=0$. The doublets are degenerate, $3K$ above the quartet, and their choice remains free.
- **Two equal, $K_{12}=K_{13}$.** Then $H_{st}=0$, and the Hamiltonian selects $\mathbf d_s$ and $\mathbf d_t$.
- **Electron 1 far away, $K_{12}=K_{13}=0$.** The pair in orbitals 2 and 3 has a triplet at $Q-K_{23}$ and a singlet at $Q+K_{23}$. The quartet and $\mathbf d_t$ are degenerate at the lower energy, since a distant spin costs nothing to turn. A determinant calculation may then return arbitrary mixtures of quartet and doublet.

Exchange integrals of real orbitals are not negative. Hence $R^2\le(K_{12}+K_{13}+K_{23})^2$, and within this model no doublet lies below the quartet.

## The CH radical in numbers

The example uses a bond length of 1.10 Å, the 6-31G* basis with five spherical d functions, and restricted open-shell Hartree–Fock orbitals optimised for the quartet. These orbitals are held fixed for all model energies. Orbital 1 is σ; orbitals 2 and 3 are $\pi_x$ and $\pi_y$. The exchange integrals are

$$a=K_{\sigma\pi}=1.76\ \text{eV},\qquad b=K_{\pi_x\pi_y}=0.80\ \text{eV}.$$

Results below are computed from unrounded values, so a last digit can differ from what the rounded ones give. In the larger cc-pVTZ basis $a$ and $b$ become about 1.73 and 0.78 eV, and the model gaps fall by 0.06 to 0.11 eV. The case of two equal integrals applies. Measured from the quartet at $Q-2a-b$, the doublets are at

$$\Delta E_s=(b-a)+(2a+b)=a+2b=3.37\ \text{eV},$$
$$\Delta E_t=(a-b)+(2a+b)=3a=5.29\ \text{eV}.$$

A singlet pair has the symmetric spatial product $\pi_x\pi_y+\pi_y\pi_x$, a component with two units of angular momentum about the axis. This is the ²Δ state. A triplet pair has the antisymmetric product, with no axial angular momentum and a change of sign under reflection in a plane containing the axis. This is ²Σ⁻.

The other component of ²Δ is the normalised difference of two determinants, one with $\pi_x$ doubly occupied and $\pi_y$ empty, the other with these roles exchanged. It therefore lies outside our three determinants. Diagonalising the Hamiltonian over all nine determinants of three electrons in these three orbitals with $M=1/2$ does give the ²Δ energy twice.

The opening puzzle is now a matter of weights. With β on $\pi_x$, the determinant $D_2$ has squared coefficients $1/3$ on $\mathbf q$, $1/2$ on $\mathbf d_s$ and $1/6$ on $\mathbf d_t$. Its energy above the quartet is

$$\tfrac12(3.367)+\tfrac16(5.287)=2.56\ \text{eV}=a+b.$$

The quartet third contributes zero and pulls the mean below both doublets. With β on σ, $D_1$ has no $\mathbf d_s$ part and lies at $\tfrac23(5.287)=3.52$ eV, which is $2a$.

With common orbitals the contamination can be removed by arithmetic. Multiplying the gap of $D_1$ by $3/2$ gives ²Σ⁻. The same factor applied to $D_2$ gives 3.85 eV, a mixture of the two doublets. The ²Δ gap needs both determinants:

$$2(a+b)-\tfrac12(2a)=a+2b.$$

## What correct spin does not repair

Full configuration interaction in the same basis, with the carbon 1s shell frozen, adds correlation and orbital relaxation together. The gaps are compared at the same geometry:

| State | Model gap (eV) | Full CI gap (eV) | Weight of the three determinants |
|---|---:|---:|---:|
| ⁴Σ⁻ | 0 | 0 | 0.96 |
| ²Δ | 3.37 | 2.67 | 0.94 |
| ²Σ⁻ | 5.29 | 2.97 | 0.85 |

Relative to full CI, the model overestimates the ²Δ gap by 26% and the ²Σ⁻ gap by 78%. The splitting between the doublets falls from 1.92 to 0.30 eV. The state with the largest error also has the most weight outside the three determinants, and much of this is orbital relaxation. Re-optimising the valence orbitals for each single doublet function, with the core and the spin coupling fixed, lowers the ²Σ⁻ gap to about 3.83 eV and the ²Δ gap to about 3.13 eV. Relaxation thus accounts for roughly 60% of the ²Σ⁻ error and a third of the ²Δ error. The relaxed ²Σ⁻ function alone keeps only 0.90 of its weight in the original three determinants.

The contaminated determinant at 2.56 eV is closer to the full CI value for ²Δ than the pure doublet is. This is a cancellation: contamination lowers the gap by $b=0.80$ eV, and the missing correlation and relaxation would have lowered it by 0.70 eV. For ²Σ⁻ the determinant $D_1$ remains 0.55 eV too high. Agreement of this kind is no reason to accept a mixed spin. The full CI gaps are also not converged in the basis. Six Cartesian d functions in place of five spherical ones give 2.67 and 2.96 eV. A multireference perturbation estimate (NEVPT2 with five active orbitals) that matches them within 0.05 eV in 6-31G* falls by about 0.4 eV for ²Δ and 0.3 eV for ²Σ⁻ in cc-pVTZ. The doublet splitting then rises to about 0.38 eV, and the contaminated determinant lies above ²Δ instead of below it.

Spin–orbit coupling, which breaks the conservation of $S$, is small here. A one-electron estimate with the bare carbon nucleus gives a coupling constant of about 7 meV for the π orbitals. This operator does not connect ⁴Σ⁻, ²Δ and ²Σ⁻ with one another directly. Among the states of three electrons in these three orbitals, it couples them only to the ²Π and ²Σ⁺ states, by about 5 meV at most and about 1% of the gap bridged at most. Screening by the other electrons roughly halves this estimate. For heavy atoms this comparison must be made afresh.

CH occurs in the methane–hydrogen plasmas used to deposit diamond. At a rough gas temperature of 2500 K, $kT$ is 0.22 eV. The full CI calculation puts the quartet 0.45 eV above the ²Π state at the same bond length. Both have four spin and orbital components, so thermal equilibrium would give a population ratio near $e^{-2.1}\approx0.12$. The measured separation is larger, roughly 0.7 eV, which lowers the ratio to about 0.04. The small basis accounts for most of the difference: coupled-cluster theory, CCSD(T), gives 0.45 eV in 6-31G* and 0.68 eV in cc-pVTZ at this bond length. Both ratios count electronic components only and ignore differences in vibration and rotation. A plasma also need not be in thermal equilibrium, so neither ratio predicts a measured population.

## Choosing the setting

**For the quartet alone**, use $M=3/2$. The open-shell part is then the single determinant $T$, already a spin eigenfunction. Without spin-dependent forces, its energy equals that of the quartet with $M=1/2$.

**For a doublet**, choose spin-adapted functions with $S=1/2$ if they are available. The three determinants reduce to two functions, and the quartet cannot enter, even when it is degenerate with a doublet.

**Keep both doublet functions.** The order in which spins are coupled is immaterial while both are present, but not if one is dropped. Suppose σ and $\pi_x$ are coupled to a singlet and that function alone is kept. Its coefficients are $(1,-1,0)/\sqrt2$, with weight $1/4$ on $\mathbf d_s$ and $3/4$ on $\mathbf d_t$. In the CH model its gap is

$$\tfrac14(3.37)+\tfrac34(5.29)=4.81\ \text{eV},$$

which is 1.44 eV above ²Δ although the spin is perfectly pure.

**With determinants at $M=1/2$**, request enough states. In the model all three are needed to see both doublets, and the lowest is the quartet unless there is a degeneracy. A larger space needs more roots: for CH without spatial symmetry, both components of ²Π and the second component of ²Δ also lie below ²Σ⁻, and in full CI ²Π lies below the quartet. Inspect $\langle S^2\rangle$ for each state: 3.75 marks the quartet and 0.75 a doublet. The value 0.75 does not say which doublet; that takes the coefficients or the spatial symmetry.

**If a spin penalty is offered**, its size can be estimated. Adding $\lambda(S^2-\tfrac34)$ to the Hamiltonian leaves doublets unchanged and raises a quartet by $3\lambda$. To bring ²Δ below the quartet, $\lambda$ must exceed one third of their gap: 1.12 eV in the model and 0.89 eV with the full CI gap. A penalty defined with another power of $S^2-\tfrac34$ needs its own estimate.

**After the spin is right, relax the orbitals for each state and enlarge the configuration space.** The matrix $\tfrac34\mathbf I+\mathbf J$ settles the spin functions for this occupation, whatever the molecule. It does not settle the energies, as the CH doublets show. The numerical output gives the fixed-orbital model and full CI values in 6-31G* to more digits.

## Computed values

```
S^2 matrix, orbital order (hbar^2):
   1.75   1.00   1.00
   1.00   1.75   1.00
   1.00   1.00   1.75
S^2 eigenvalues (hbar^2): [0.75 0.75 3.75]
S^2 matrix, alpha spin orbitals first (hbar^2):
   1.75  -1.00   1.00
  -1.00   1.75  -1.00
   1.00  -1.00   1.75
Quartet coefficients: [0.5774 0.5774 0.5774]
Doublet, pair 2-3 singlet: [ 0.      0.7071 -0.7071]
Doublet, pair 2-3 triplet: [ 0.8165 -0.4082 -0.4082]
Quartet weight of one determinant: 0.3333
Doublet weight of one determinant: 0.6667
CH bond length: 1.10 angstrom
Basis functions (6-31G*): 16
ROHF quartet total energy: -38.273676 hartree
a = K(sigma,pi): 1.7622 eV
b = K(pi_x,pi_y): 0.8025 eV
Model energies above the quartet:
  doublet Delta, a+2b: 3.3672 eV
  doublet Sigma-, 3a: 5.2867 eV
  determinant, beta on sigma, 2a: 3.5245 eV
  determinant, beta on pi, a+b: 2.5647 eV
Doublet splitting, model: 1.9195 eV
Frozen-core full CI, same basis, above the quartet:
  doublet Delta: 2.6712 eV
  doublet Sigma-: 2.9709 eV
Doublet splitting, full CI: 0.2997 eV
Full CI minus model:
  Delta gap: -0.6960 eV
  Sigma- gap: -2.3158 eV
Weight of the three determinants in full CI:
  quartet: 0.9647
  delta: 0.9389
  sigma: 0.8502
Quartet minus doublet Pi, full CI: 0.4539 eV
Unscreened spin-orbit constant: 6.54 meV
Rough plasma gas temperature: 2500 K
Thermal energy kT: 0.2154 eV
```
